**Kiessig fringe damping: thickness spread against resolution**

For mean thickness d, thickness standard deviation s_d and constant wavevector standard deviation s_q, the fringe amplitude relative to the unsmeared film is D_t = exp(−q_f²s_d²/2) for thickness spread and D_r = exp[−(d s_q q/q_f)²/2] for resolution. Here q is the wavevector transfer, q_f = √(q² − q_c²) its value inside the film, and q_c the critical value. The program averages the full reflectivity of a CeO2 film on silicon, with absorption and multiple reflection, and asserts that the extracted fringe damping follows both laws within 0.01, also for their product with rough interfaces. It asserts that thickness damping strengthens with q while resolution damping weakens. It also asserts the joint Gaussian average, the point of equal damping, the recovery of both spreads from one curve, and the formulas for roughness and for the copper doublet. From q = 1 to 3 nm⁻¹ the output shows D_t falling from 0.912 to 0.336 and D_r rising from 0.783 to 0.831.

## Numerical check

```python
"""Kiessig fringe damping: lateral thickness spread versus wavevector resolution.

Result under test, for fringe amplitude relative to the unsmeared film:
  thickness spread  D_t = exp(-(q_f s_d)^2 / 2)           strengthens with q
  resolution        D_r = exp(-(d s_q q / q_f)^2 / 2)     does not strengthen
q: wavevector transfer in vacuum; q_f = sqrt(q^2 - q_c^2): inside the film;
q_c: critical value; d: mean thickness; s_d: thickness standard deviation;
s_q: constant standard deviation of q. Lengths in nm, q in 1/nm.
The independent road is numerical averaging of the full film reflectivity.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

r_e = const.physical_constants["classical electron radius"][0] * 1e9

# Rough typical inputs: CeO2 film on silicon, copper K-alpha source
d, s_d, s_q = 40.0, 0.5, 0.015
wavelength = 0.154
a_film, a_sub = 0.541, 0.543
rho_film = 4 * (58 + 2 * 8) / a_film**3      # electrons per nm^3
rho_sub = 8 * 14 / a_sub**3
absorb_film, absorb_sub = 0.13, 0.023        # beta/delta, rough
qc2_film = 16 * np.pi * r_e * rho_film
qc2_sub = 16 * np.pi * r_e * rho_sub
q_c = np.sqrt(qc2_film)

nodes, weights = np.polynomial.hermite_e.hermegauss(30)
weights = weights / weights.sum()


def film_q(q):
    return np.sqrt(q**2 - qc2_film * (1 - 1j * absorb_film))


def reflectivity(q, thickness, rough_top=0.0, rough_buried=0.0):
    """Full single-film reflectivity with multiple reflection."""
    q1 = film_q(q)
    q2 = np.sqrt(q**2 - qc2_sub * (1 - 1j * absorb_sub))
    r_top = (q - q1) / (q + q1) * np.exp(-q * q1 * rough_top**2 / 2)
    r_bur = (q1 - q2) / (q1 + q2) * np.exp(-q1 * q2 * rough_buried**2 / 2)
    wave = r_bur * np.exp(1j * q1 * thickness)
    return np.abs((r_top + wave) / (1 + r_top * wave))**2


def smeared(q, sd, sq, rough):
    """Average intensities over thickness and over q."""
    qq = q[:, None, None] + sq * nodes[None, :, None]
    dd = d + sd * nodes[None, None, :]
    return np.einsum("ijk,j,k->i", reflectivity(qq, dd, *rough),
                     weights, weights)


def fringe_amplitude(q_mid, sd, sq, rough):
    """Local fringe amplitude of q^4 R from a fit over about two fringes."""
    x = np.linspace(-1, 1, 121)
    q = q_mid + x * 2 * np.pi / d
    y = q**4 * smeared(q, sd, sq, rough)
    phase = film_q(q).real * d
    c, s = np.cos(phase), np.sin(phase)
    basis = np.column_stack([c, s, x * c, x * s, x**2 * c, x**2 * s,
                             np.ones_like(x), x, x**2, x**3,
                             np.cos(2 * phase), np.sin(2 * phase)])
    coef = np.linalg.lstsq(basis, y, rcond=None)[0]
    return np.hypot(coef[0], coef[1])


def damping(q_mid, sd, sq, rough=(0.0, 0.0)):
    return (fringe_amplitude(q_mid, sd, sq, rough)
            / fringe_amplitude(q_mid, 0.0, 0.0, rough))


# --- Gaussian averages of cos(q d), direct integration on a grid ---
def joint_average(q0, d0, sq, sd):
    t = np.linspace(-8, 8, 401)
    w = np.exp(-t**2 / 2)
    w /= w.sum()
    return w @ np.cos(np.outer(q0 + sq * t, d0 + sd * t)) @ w


def joint_formula(q0, d0, sq, sd):
    p = 1 + (sq * sd)**2
    return (np.exp(-((q0 * sd)**2 + (d0 * sq)**2) / (2 * p))
            * np.cos(q0 * d0 / p) / np.sqrt(p))


for case in [(2.0, 3.0, 0.6, 0.5), (2.0, 3.0, 0.0, 0.5),
             (2.0, 3.0, 0.6, 0.0), (1.3, 40.0, s_q, s_d)]:
    assert abs(joint_average(*case) - joint_formula(*case)) < 1e-9

# --- Full reflectivity against the two damping laws ---
q_list = np.array([1.0, 1.5, 2.0, 2.5, 3.0])
qf_list = np.sqrt(q_list**2 - q_c**2)
law_t = np.exp(-(qf_list * s_d)**2 / 2)
law_r = np.exp(-(d * s_q * q_list / qf_list)**2 / 2)
full_t = np.array([damping(q, s_d, 0.0) for q in q_list])
full_r = np.array([damping(q, 0.0, s_q) for q in q_list])
full_both = np.array([damping(q, s_d, s_q) for q in q_list])
assert np.max(np.abs(full_t - law_t)) < 0.01
assert np.max(np.abs(full_r - law_r)) < 0.01
assert np.max(np.abs(full_both - law_t * law_r)) < 0.01
assert np.all(np.diff(full_t) < 0)      # thickness damping strengthens
assert np.all(np.diff(full_r) > 0)      # resolution damping weakens

# The laws survive interface roughness when the reference film shares it
rough = (0.3, 0.5)
rough_both = np.array([damping(q, s_d, s_q, rough) for q in q_list])
assert np.max(np.abs(rough_both - law_t * law_r)) < 0.01

# --- Equal damping ---
ratio = d * s_q / s_d
q_equal = (ratio + np.sqrt(ratio**2 + 4 * q_c**2)) / 2
q_equal_full = brentq(lambda q: damping(q, s_d, 0) - damping(q, 0, s_q),
                      1.0, 2.0)
assert abs(q_equal - q_equal_full) < 0.03

# --- Recover both spreads from the combined damping ---
loss = -np.log(full_both)
design = np.column_stack([qf_list**2, (q_list / qf_list)**2])
A, B = np.linalg.lstsq(design, loss, rcond=None)[0]
sd_found, sq_found = np.sqrt(2 * A), np.sqrt(2 * B) / d
assert abs(sd_found / s_d - 1) < 0.02
assert abs(sq_found / s_q - 1) < 0.03
slope, intercept = np.polyfit(q_list**2, loss, 1)
sd_line, sq_line = np.sqrt(2 * slope), np.sqrt(2 * intercept) / d
assert abs(sd_line / s_d - 1) > abs(sd_found / s_d - 1)
assert abs(sq_line / s_q - 1) > abs(sq_found / s_q - 1)

# --- Roughness: average amplitudes over independent interface heights ---
amp_top, amp_bur = rho_film, rho_sub - rho_film


def rough_mean_and_fringe(q, s1, s2):
    top = amp_top * np.sum(weights * np.exp(1j * q * s1 * nodes))
    bur = amp_bur * np.sum(weights * np.exp(1j * q * s2 * nodes))
    angle = 2 * np.pi * np.arange(64) / 64
    signal = np.abs(top + bur * np.exp(1j * angle))**2
    return signal.mean(), abs(2 * np.mean(signal * np.exp(-1j * angle)))


q_top = q_list[-1]
mean0, fringe0 = rough_mean_and_fringe(q_top, 0, 0)
mean1, fringe1 = rough_mean_and_fringe(q_top, *rough)
mean2, fringe2 = rough_mean_and_fringe(q_top, 0.4, 0.4)
expected_mean = (amp_top**2 * np.exp(-(q_top * rough[0])**2)
                 + amp_bur**2 * np.exp(-(q_top * rough[1])**2))
expected_fringe = np.exp(-q_top**2 * (rough[0]**2 + rough[1]**2) / 2)
assert abs(mean1 / expected_mean - 1) < 1e-8
assert abs(fringe1 / fringe0 - expected_fringe) < 1e-8
assert abs((fringe2 / mean2) / (fringe0 / mean0) - 1) < 1e-8
vis_change = (fringe1 / mean1) / (fringe0 / mean0)
sd_mimic = np.sqrt(-2 * np.log(vis_change)) / q_top

# --- Copper doublet: relative spread acts like a thickness spread ---
split = 0.0025                               # rough relative splitting
line_w = np.array([2 / 3, 1 / 3])
line_q = q_top / np.array([1.0, 1.0 + split])
doublet = abs(np.sum(line_w * np.exp(1j * line_q * d)))
sd_doublet = d * split * np.sqrt(line_w[0] * line_w[1])
assert abs(doublet - np.exp(-(q_top * sd_doublet)**2 / 2)) < 2e-4

# --- Other neglected effects ---
absorption = np.exp(-film_q(q_list[[0, -1]]).imag * d)
sin_theta = q_list * wavelength / (4 * np.pi)
two_theta = 2 * np.degrees(np.arcsin(sin_theta))
cos_drop = 1 - np.sqrt(1 - sin_theta[-1]**2)
fwhm_2theta = np.degrees(2 * np.sqrt(8 * np.log(2)) * s_q
                         * wavelength / (4 * np.pi))
rho_oxide = 2.2 * const.N_A / 60.1 * 30 * 1e-21
oxide_ratio = abs((rho_sub - rho_oxide) / (rho_film - rho_sub))

print(f"Mean thickness d = {d:.1f} nm")
print(f"Thickness standard deviation s_d = {s_d:.2f} nm")
print(f"Resolution standard deviation s_q = {s_q:.4f} 1/nm")
print(f"Wavelength (rough) = {wavelength:.3f} nm")
print(f"Lattice constants CeO2, Si (rough) = {a_film:.3f}, {a_sub:.3f} nm")
print(f"beta/delta CeO2, Si (rough) = {absorb_film:.3f}, {absorb_sub:.3f}")
print(f"Electron density CeO2 = {rho_film:.0f} per nm^3")
print(f"Electron density Si = {rho_sub:.0f} per nm^3")
print(f"Critical q_c of film = {q_c:.4f} 1/nm")
print(f"Resolution as FWHM in 2theta = {fwhm_2theta:.4f} deg")
print(f"Fringe period 2 pi/d = {2 * np.pi / d:.4f} 1/nm")
print(f"Product d*s_q = {d * s_q:.3f} (no unit)")
print(f"Limit of D_r at large q = {np.exp(-(d * s_q)**2 / 2):.4f}")
print("q, q_f in 1/nm; 2theta in deg; D has no unit")
for q, qf, tt in zip(q_list, qf_list, two_theta):
    print(f"q = {q:.1f}: q_f = {qf:.4f}, 2theta = {tt:.3f}")
print("Damping: law D_t, full D_t | law D_r, full D_r")
for row in zip(q_list, law_t, full_t, law_r, full_r):
    print("q = %.1f: %.4f, %.4f | %.4f, %.4f" % row)
print("Both spreads: law product, full, full with roughness")
for row in zip(q_list, law_t * law_r, full_both, rough_both):
    print("q = %.1f: %.4f, %.4f, %.4f" % row)
print(f"Equal damping without refraction: q = {ratio:.3f} 1/nm")
print(f"Equal damping, law: q = {q_equal:.3f} 1/nm")
print(f"Equal damping, full optics: q = {q_equal_full:.3f} 1/nm")
print(f"Fit coefficient A = {A:.5f} nm^2, B = {B:.5f} (no unit)")
print(f"Recovered s_d = {sd_found:.4f} nm, s_q = {sq_found:.5f} 1/nm")
print(f"Line in q^2: slope {slope:.5f} nm^2, intercept {intercept:.5f}")
print(f"Line gives s_d = {sd_line:.4f} nm, s_q = {sq_line:.5f} 1/nm")
print(f"Roughness top, buried = {rough[0]:.1f}, {rough[1]:.1f} nm")
print(f"Its fringe amplitude factor at q = 3: {fringe1 / fringe0:.4f}")
print(f"Its visibility factor at q = 3: {vis_change:.4f}")
print(f"Thickness spread it would imitate = {sd_mimic:.3f} nm")
print(f"Copper doublet relative splitting (rough) = {split:.4f}")
print(f"Doublet damping at q = 3: {doublet:.4f}")
print(f"Doublet equivalent thickness spread = {sd_doublet:.4f} nm")
print(f"Absorption factor of buried wave, q = 1: {absorption[0]:.3f}")
print(f"Absorption factor of buried wave, q = 3: {absorption[1]:.3f}")
print(f"Relative drop of s_q by angle at q = 3: {cos_drop:.5f}")
print(f"SiO2/Si contrast over CeO2/Si contrast = {oxide_ratio:.3f}")
print("every check passed")
```

Output:

```
Mean thickness d = 40.0 nm
Thickness standard deviation s_d = 0.50 nm
Resolution standard deviation s_q = 0.0150 1/nm
Wavelength (rough) = 0.154 nm
Lattice constants CeO2, Si (rough) = 0.541, 0.543 nm
beta/delta CeO2, Si (rough) = 0.130, 0.023
Electron density CeO2 = 1869 per nm^3
Electron density Si = 700 per nm^3
Critical q_c of film = 0.5146 1/nm
Resolution as FWHM in 2theta = 0.0496 deg
Fringe period 2 pi/d = 0.1571 1/nm
Product d*s_q = 0.600 (no unit)
Limit of D_r at large q = 0.8353
q, q_f in 1/nm; 2theta in deg; D has no unit
q = 1.0: q_f = 0.8574, 2theta = 1.404
q = 1.5: q_f = 1.4090, 2theta = 2.107
q = 2.0: q_f = 1.9327, 2theta = 2.809
q = 2.5: q_f = 2.4465, 2theta = 3.511
q = 3.0: q_f = 2.9555, 2theta = 4.214
Damping: law D_t, full D_t | law D_r, full D_r
q = 1.0: 0.9122, 0.9122 | 0.7828, 0.7843
q = 1.5: 0.7802, 0.7802 | 0.8155, 0.8161
q = 2.0: 0.6269, 0.6269 | 0.8247, 0.8250
q = 2.5: 0.4732, 0.4732 | 0.8286, 0.8289
q = 3.0: 0.3356, 0.3356 | 0.8307, 0.8309
Both spreads: law product, full, full with roughness
q = 1.0: 0.7141, 0.7156, 0.7158
q = 1.5: 0.6363, 0.6369, 0.6371
q = 2.0: 0.5170, 0.5173, 0.5175
q = 2.5: 0.3921, 0.3924, 0.3925
q = 3.0: 0.2788, 0.2789, 0.2791
Equal damping without refraction: q = 1.200 1/nm
Equal damping, law: q = 1.390 1/nm
Equal damping, full optics: q = 1.389 1/nm
Fit coefficient A = 0.12513 nm^2, B = 0.17870 (no unit)
Recovered s_d = 0.5003 nm, s_q = 0.01495 1/nm
Line in q^2: slope 0.11907 nm^2, intercept 0.19566
Line gives s_d = 0.4880 nm, s_q = 0.01564 1/nm
Roughness top, buried = 0.3, 0.5 nm
Its fringe amplitude factor at q = 3: 0.2165
Its visibility factor at q = 3: 0.6199
Thickness spread it would imitate = 0.326 nm
Copper doublet relative splitting (rough) = 0.0025
Doublet damping at q = 3: 0.9901
Doublet equivalent thickness spread = 0.0471 nm
Absorption factor of buried wave, q = 1: 0.448
Absorption factor of buried wave, q = 3: 0.792
Relative drop of s_q by angle at q = 3: 0.00068
SiO2/Si contrast over CeO2/Si contrast = 0.033
every check passed
```
